# Why thinner capacitor films with fixed interfacial layers show lower permittivity: a numerical check

```python
"""
Result under test: a film of total thickness d that contains interfacial layers
of fixed total thickness t (permittivity k_i) in a bulk of permittivity k_b has
    k_app = C d / (eps0 A) = k_b / (1 + d0/d),   d0 = t (k_b/k_i - 1),
so k_app falls on thinning if and only if k_i < k_b.
S = eps0 A / C is the vacuum-equivalent thickness in nm.
The reference side solves Gauss's law on a grid: d/dz (k dphi/dz) = 0 in the
film, and d2phi/dz2 = (phi - phi_electrode)/lambda^2 in a screening electrode.
Lengths are in nm, energies in eV, potentials in V unless stated otherwise.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.constants import epsilon_0, e, hbar, m_e, k as k_boltzmann


def solve_film(permittivity, thickness, step=0.005, screening=0.0):
    """Return S and the node potentials for a unit voltage across the device."""
    pad = int(round(16 * screening / step))
    cells = int(round(thickness / step))
    z_mid = (np.arange(cells) + 0.5) * step
    k_cells = np.concatenate([np.ones(pad), permittivity(z_mid), np.ones(pad)])
    link = k_cells / step
    left = np.zeros(len(k_cells) + 1)
    right = np.zeros(len(k_cells) + 1)
    if pad:
        half = 0.5 * step / screening**2
        left[:pad] += half
        left[1:pad + 1] += half
        right[-pad:] += half
        right[-pad - 1:-1] += half
    bands = np.zeros((3, len(k_cells) - 1))
    bands[0, 1:] = -link[1:-1]
    bands[1] = link[:-1] + link[1:] + (left + right)[1:-1]
    bands[2, :-1] = -link[1:-1]
    source = right[1:-1].copy()
    source[-1] += link[-1]
    phi = np.concatenate([[0.0], solve_banded((1, 1), bands, source), [1.0]])
    flux = (link * np.diff(phi))[pad:pad + cells]
    return 1.0 / flux.mean(), phi


def layered(thickness, k_bulk, k_layer, t_total):
    """Two equal interfacial layers, one at each electrode."""
    def profile(z):
        near = np.minimum(z, thickness - z)
        return np.where(near < t_total / 2, k_layer, k_bulk).astype(float)
    return profile


def close(a, b, tolerance=1e-6):
    return np.allclose(a, b, rtol=tolerance, atol=0)


# ---------------- rough parameters of a zirconia-type DRAM capacitor
k_b, k_i, t = 40.0, 10.0, 1.0
voltage, temperature = 0.5, 358.0
thicknesses = np.array([4.0, 5.0, 7.0, 10.0, 20.0])
d0 = t * (k_b / k_i - 1)
excess = t * (1 / k_i - 1 / k_b)
print(f"bulk permittivity {k_b:.0f}, interfacial permittivity {k_i:.0f}")
print(f"total interfacial thickness {t:.1f} nm")
print(f"d0 = {d0:.2f} nm, excess s = {excess:.4f} nm")

# ---------------- thickness series from the field solution
S_all, bulk_part, layer_part = [], [], []
for d in thicknesses:
    S, phi = solve_film(layered(d, k_b, k_i, t), d)
    edge = int(round(t / 2 / 0.005))
    bulk_share = phi[-1 - edge] - phi[edge]
    S_all.append(S)
    bulk_part.append(S * bulk_share)
    layer_part.append(S * (1 - bulk_share))
S_all, bulk_part, layer_part = map(np.array, (S_all, bulk_part, layer_part))
k_app = thicknesses / S_all
cap = epsilon_0 / (S_all * 1e-9) * 100          # uF/cm2
assert close(k_app, k_b / (1 + d0 / thicknesses))
assert close(layer_part, t / k_i)
assert close(bulk_part, (thicknesses - t) / k_b)
assert np.all(np.diff(k_app) > 0) and np.all(np.diff(cap) < 0)
print("d (nm) | S bulk (nm) | S interface (nm) | k_app | C (uF/cm2)")
for row in zip(thicknesses, bulk_part, layer_part, k_app, cap):
    print("%5.1f  | %.4f | %.4f | %.2f | %.3f" % row)

slope, intercept = np.polyfit(thicknesses, S_all, 1)
assert close(1 / slope, k_b, 1e-5) and close(intercept, excess, 1e-4)
print(f"line through S(d): 1/slope = {1/slope:.2f}, "
      f"intercept = {intercept:.4f} nm")

# ---------------- limits
k_at_d0 = d0 / solve_film(layered(d0, k_b, k_i, t), d0)[0]
k_at_t = t / solve_film(layered(t, k_b, k_i, t), t)[0]
assert close(k_at_d0, k_b / 2) and close(k_at_t, k_i)
print(f"k_app at d = d0: {k_at_d0:.2f}; at d = t: {k_at_t:.2f}")

# ---------------- controls: what makes the apparent permittivity fall
fraction = 0.2
scaled = np.array([d / solve_film(layered(d, k_b, k_i, fraction * d), d)[0]
                   for d in thicknesses])
k_high = 80.0
raised = np.array([d / solve_film(layered(d, k_b, k_high, t), d)[0]
                   for d in thicknesses])
assert close(scaled, scaled[0])
assert np.all(np.diff(raised) < 0)
print(f"layers scaled to {fraction:.0%} of d: k_app = {scaled[0]:.2f} at "
      f"{thicknesses[0]:.0f} nm, {scaled[-1]:.2f} at {thicknesses[-1]:.0f} nm")
print(f"fixed layers with k_i = {k_high:.0f}: k_app = {raised[0]:.2f} at "
      f"{thicknesses[0]:.0f} nm, {raised[-1]:.2f} at {thicknesses[-1]:.0f} nm")

# ---------------- a different layer with the same excess is indistinguishable
t_other = 0.5
k_other = 1 / (excess / t_other + 1 / k_b)
S_other = np.array([solve_film(layered(d, k_b, k_other, t_other), d)[0]
                    for d in thicknesses])
assert close(S_other, S_all)
print(f"same C at every d from t = {t_other:.1f} nm, k_i = {k_other:.2f}")

# ---------------- graded interfaces instead of sharp ones
k_surface, width = 5.0, 0.3


def graded(thickness):
    return lambda z: k_b - (k_b - k_surface) * (
        np.exp(-z / width) + np.exp(-(thickness - z) / width))


d_graded = np.array([8.0, 12.0, 16.0, 20.0])
S_graded = [solve_film(graded(d), d, 0.002)[0] for d in d_graded]
slope_g, intercept_g = np.polyfit(d_graded, S_graded, 1)
excess_g = 2 * width / k_b * np.log(k_b / k_surface)
assert close(1 / slope_g, k_b, 1e-4) and close(intercept_g, excess_g, 1e-3)
d_thin = 1.0
S_thin = solve_film(graded(d_thin), d_thin, 0.002)[0]
line_error = S_thin / (d_thin / k_b + excess_g) - 1
assert line_error > 0.05
print(f"graded layers, k_s = {k_surface:.0f}, w = {width:.1f} nm: "
      f"intercept {intercept_g:.4f} nm, formula {excess_g:.4f} nm")
print(f"graded film of {d_thin:.0f} nm: S exceeds the line by {line_error:.1%}")

# ---------------- voltage shares and fields at the working thickness
d_work = 5.0
S_work, phi = solve_film(layered(d_work, k_b, k_i, t), d_work)
field = voltage * np.diff(phi) / 0.005 * 10     # MV/cm
E_layer, E_bulk = field[10], field[len(field) // 2]
D_over_eps0 = voltage / (t / k_i + (d_work - t) / k_b) * 10
assert close([E_layer, E_bulk], [D_over_eps0 / k_i, D_over_eps0 / k_b], 1e-5)
V_layers = voltage * (1 - (phi[-101] - phi[100]))
charge = epsilon_0 * voltage / (S_work * 1e-9) * 100     # uC/cm2
print(f"at {d_work:.0f} nm and {voltage:.1f} V: {V_layers:.3f} V across the "
      f"layers, {voltage - V_layers:.3f} V across the bulk")
print(f"fields: layers {E_layer:.3f} MV/cm, bulk {E_bulk:.3f} MV/cm")
print(f"stored charge {charge:.3f} uC/cm2")
strength_layer, strength_bulk = 8.0, 4.0
assert E_layer < strength_layer and E_bulk < strength_bulk
print(f"rough breakdown strengths: layers {strength_layer:.0f} MV/cm, "
      f"bulk {strength_bulk:.0f} MV/cm")
print(f"voltage to reach them: layers {voltage*strength_layer/E_layer:.2f} V, "
      f"bulk {voltage*strength_bulk/E_bulk:.2f} V")

# ---------------- neglected: screening inside the electrodes
density = 5e28                                   # electrons per m3, rough
fermi = hbar**2 * (3 * np.pi**2 * density)**(2 / 3) / (2 * m_e) / e
screening = np.sqrt(2 * epsilon_0 * fermi / (3 * density * e)) * 1e9
S_screen = solve_film(layered(d_work, k_b, k_i, t), d_work, 0.002, screening)[0]
assert close(S_screen - S_work, 2 * screening, 2e-3)
print(f"electrode: {density*1e-6:.1e} electrons/cm3, Fermi energy "
      f"{fermi:.2f} eV, screening length {screening:.4f} nm")
print(f"screening adds {S_screen - S_work:.4f} nm to S = {S_work:.4f} nm; "
      f"k_app becomes {d_work/S_screen:.2f}")

# ---------------- neglected: curvature of a coaxial cell
r_in = 10.0
r_mid = r_in + d_work / 2
flat = layered(d_work, k_b, k_i, t)
S_coax = solve_film(lambda z: flat(z) * (r_in + z) / r_mid, d_work)[0]
radii = r_in + np.array([0, t / 2, d_work - t / 2, d_work])
S_log = r_mid * np.sum(np.log(radii[1:] / radii[:-1]) / [k_i, k_b, k_i])
assert close(S_coax, S_log, 1e-5)
print(f"coaxial film, inner radius {r_in:.0f} nm: k_app = {d_work/S_coax:.2f} "
      f"(mid-film area), {d_work/(S_coax*r_in/r_mid):.2f} (inner area)")

# ---------------- neglected: change of the bulk permittivity itself
k_low = d_work / solve_film(layered(d_work, 0.9 * k_b, k_i, t), d_work)[0]
print(f"bulk permittivity 10% lower: k_app = {k_low:.2f}, "
      f"change {k_low*S_work/d_work - 1:.1%}")

# ---------------- neglected: coherent tunnelling through the biased film
barrier, mass = 1.8, 0.3                         # eV, free-electron masses
wave = np.sqrt(2 * m_e * e) / hbar * 1e-9        # 1/(nm sqrt(eV))
slice_width = 0.01
potential = barrier - voltage * phi[1::2]        # slice centres


def transmission(energy):
    """Matching of psi and psi'/mass through thin slices, from the far side."""
    k_left = wave * np.sqrt(energy + fermi)
    k_right = wave * np.sqrt(energy + fermi + voltage)
    psi = np.ones_like(energy, dtype=complex)
    slope_psi = 1j * k_right
    for u in potential[::-1]:
        kappa = wave * np.sqrt(mass * (u - energy) + 1e-12j)
        c, s = np.cosh(kappa * slice_width), np.sinh(kappa * slice_width)
        psi, slope_psi = (psi * c - slope_psi * s * mass / kappa,
                          slope_psi * c - psi * s * kappa / mass)
    incident = (psi + slope_psi / (1j * k_left)) / 2
    return k_right / k_left / np.abs(incident)**2


energy = np.linspace(-3.0, 2.5, 1101)
T_exact = transmission(energy)
at_fermi = int(np.argmin(np.abs(energy)))
action = np.sum(wave * np.sqrt(mass * potential)) * slice_width
ratio = T_exact[at_fermi] / np.exp(-2 * action)
assert 0.1 < ratio < 10      # the plain exponential omits an order-one prefactor
kT = k_boltzmann * temperature / e
supply = (np.logaddexp(0, -energy / kT)
          - np.logaddexp(0, -(energy + voltage) / kT))
current = (e * m_e * kT * e * e / (2 * np.pi**2 * hbar**3)
           * np.sum(T_exact * supply) * (energy[1] - energy[0]) * 1e-4)
refresh = 0.064
lost = current * refresh / (charge * 1e-6)
assert lost < 0.1
print(f"tunnelling: barrier {barrier:.1f} eV, mass {mass:.1f} m_e, "
      f"{temperature:.0f} K")
print(f"transmission at the Fermi level {T_exact[at_fermi]:.1e}, "
      f"{ratio:.1f} times the plain exponential")
print(f"tunnelling current {current:.1e} A/cm2; charge lost in "
      f"{refresh*1e3:.0f} ms: {lost:.2%}")

print("done: every assertion held")
```

Printed output:

```
bulk permittivity 40, interfacial permittivity 10
total interfacial thickness 1.0 nm
d0 = 3.00 nm, excess s = 0.0750 nm
d (nm) | S bulk (nm) | S interface (nm) | k_app | C (uF/cm2)
  4.0  | 0.0750 | 0.1000 | 22.86 | 5.060
  5.0  | 0.1000 | 0.1000 | 25.00 | 4.427
  7.0  | 0.1500 | 0.1000 | 28.00 | 3.542
 10.0  | 0.2250 | 0.1000 | 30.77 | 2.724
 20.0  | 0.4750 | 0.1000 | 34.78 | 1.540
line through S(d): 1/slope = 40.00, intercept = 0.0750 nm
k_app at d = d0: 20.00; at d = t: 10.00
layers scaled to 20% of d: k_app = 25.00 at 4 nm, 25.00 at 20 nm
fixed layers with k_i = 80: k_app = 45.71 at 4 nm, 41.03 at 20 nm
same C at every d from t = 0.5 nm, k_i = 5.71
graded layers, k_s = 5, w = 0.3 nm: intercept 0.0312 nm, formula 0.0312 nm
graded film of 1 nm: S exceeds the line by 11.4%
at 5 nm and 0.5 V: 0.250 V across the layers, 0.250 V across the bulk
fields: layers 2.500 MV/cm, bulk 0.625 MV/cm
stored charge 2.214 uC/cm2
rough breakdown strengths: layers 8 MV/cm, bulk 4 MV/cm
voltage to reach them: layers 1.60 V, bulk 3.20 V
electrode: 5.0e+22 electrons/cm3, Fermi energy 4.95 eV, screening length 0.0604 nm
screening adds 0.1208 nm to S = 0.2000 nm; k_app becomes 15.59
coaxial film, inner radius 10 nm: k_app = 24.48 (mid-film area), 30.60 (inner area)
bulk permittivity 10% lower: k_app = 23.68, change -5.3%
tunnelling: barrier 1.8 eV, mass 0.3 m_e, 358 K
transmission at the Fermi level 2.7e-15, 4.0 times the plain exponential
tunnelling current 4.5e-07 A/cm2; charge lost in 64 ms: 1.31%
done: every assertion held
```
